Freysoldt–Neugebauer–Van de Walle correction: lattice energy, alignment and screening dispersion, part 1

(Sections cited here and not found follow in the second part.)

## First half: energies, potentials and the far-region plateau

### The result and its setting

A charged point defect in a gate oxide can be computed in a periodically repeated cell. The repetition surrounds the defect with images of itself, and a uniform background must be added to keep the cell neutral. Both change the energy. For a defect of charge q in a cubic cell of edge L and volume Ω = L³, the change is

E_per − E_iso = E_lat + qC + 2πβq²/Ω. (1)

E_per and E_iso are the electrostatic energies of the periodic and the isolated defect. E_lat is the lattice energy of a simple model charge in a medium of constant dielectric constant ε, less the self-energy of that model charge. C is the constant value, far from the defect, of the cell's defect potential after the periodic model potential has been subtracted. The number β describes how screening changes with length scale:

ε⁻¹(k) = 1/ε + βk² + O(k⁴). (2)

The Freysoldt–Neugebauer–Van de Walle correction, added to the energy of the charged cell, is −E_lat − qC. Equation (1) shows that these two terms remove the whole error of order 1/L and 1/Ω if β = 0. If β ≠ 0, an error 2πβq²/Ω is left.

Hartree atomic units are used, so q is in units of the elementary charge and lengths are in bohr. The potential φ is positive near a positive charge, and the potential energy of an electron is V = −φ. If the plateau is read from electron potential energies, its value is ΔV = −C, and the two-term correction reads −E_lat + qΔV.

Equation (1) is proved under the following assumptions. The host responds linearly and is homogeneous and isotropic on the scale of the defect potential. The unscreened defect charge density ρ_d is localised and spherical about its centre. The short-range chemical energy of the defect is the same in the cell as in the infinite crystal, so that the two situations differ by electrostatics alone. If, in addition, ρ_d falls off at least exponentially and ε⁻¹(k) is an even function of k that is analytic and bounded in a strip about the real k axis, as in the medium used below, the result holds up to terms that fall exponentially with L.

### The zero of potential in the formation energy

The correction enters the formation energy

E_f = E_cell(defect, q) − E_cell(bulk) − Σ_i n_i μ_i + q(ε_V + μ_e) − (E_per − E_iso). (3)

Here n_i atoms of species i, with chemical potential μ_i, have been added. The valence-band edge of the bulk is ε_V, and μ_e is the electron chemical potential measured from it. A positive q means that q electrons have gone from the defect to the reservoir, which explains the sign of the fourth term.

The value of ε_V depends on the zero of potential. Suppose the bulk potential had the average φ₀. The background density −q/Ω would then interact with the bulk potential with energy

∫_Ω (−q/Ω) φ_bulk d³r = −qφ₀. (4)

This energy belongs to the background and has no counterpart for the isolated defect. It vanishes if φ₀ = 0. We therefore take the average potential to be zero in the bulk cell and in the charged cell, and quote ε_V in the same convention. Far from an isolated defect the potential returns to that of the bulk, so the bulk value of ε_V is the right reservoir level. The offset C between the charged cell and the bulk is accounted for by qC in (1). Shifting ε_V by the same offset as well would count it twice.

### Energy of a charge in a polarisable medium

The factor one half in the energy of a screened charge decides the factors in (1), so we derive it from a medium with a definite energy. Let P be the polarisation and ρ_b = −∇·P the bound charge. The energy in the presence of ρ_d is

W = ½∬ [ρ_d + ρ_b](r) [ρ_d + ρ_b](r′)/|r − r′| d³r d³r′ + ∫ [½a|P|² + ½b(∇·P)²] d³r. (5)

The first term is the Coulomb energy of all charge. The second is the energy stored in the medium, with a local stiffness a > 0 and a gradient stiffness b ≥ 0. The gradient term makes the medium harder to polarise on short length scales.

Fourier transforms are defined by

f(k) = ∫ f(r) e^(−ik·r) d³r,  f(r) = ∫ f(k) e^(ik·r) d³k/(2π)³. (6)

The Coulomb kernel 1/r becomes 4π/k², and ρ_b(k) = −ik·P(k). A component of P perpendicular to k produces no bound charge; it costs energy ½a|P|² and gains none, so it is zero at the minimum. For the parallel component, |P|² = |ρ_b|²/k². Equation (5) becomes

W = ∫ d³k/(2π)³ { (2π/k²)|ρ_d + ρ_b|² + ½(a/k² + b)|ρ_b|² }. (7)

Each k can be minimised separately. The derivative with respect to ρ_b* vanishes when

(4π/k²)(ρ_d + ρ_b) + (a/k² + b)ρ_b = 0. (8)

Multiplying by k² and collecting ρ_b gives

ρ_b = −4πρ_d/(4π + a + bk²). (9)

The total charge is therefore

ρ_d + ρ_b = ε⁻¹(k)ρ_d,  ε⁻¹(k) = (a + bk²)/(4π + a + bk²), (10)

and the potential is

φ(k) = (4π/k²) ε⁻¹(k) ρ_d(k). (11)

To find the minimum energy, multiply (8) by ½ρ_b*. The result is zero, and it can be subtracted from the integrand of (7). The stiffness terms cancel. What remains is

½(4π/k²)(ρ_d + ρ_b)(ρ_d + ρ_b)* − ½(4π/k²)(ρ_d + ρ_b)ρ_b* = ½φ(k)ρ_d(k)*. (12)

In real space the minimum energy is thus

E = ½∫ ρ_d φ d³r. (13)

The unscreened charge multiplies the screened potential, and the factor one half includes the work done in polarising the medium.

At k = 0, (10) gives 1/ε = a/(4π + a), hence a = 4π/(ε − 1). For b > 0, define κ² = (4π + a)/b. Then a/b = κ²/ε, and dividing the numerator and denominator of (10) by b gives

ε⁻¹(k) = (k² + κ²/ε)/(k² + κ²) = 1/ε + (1 − 1/ε)k²/(k² + κ²). (14)

The second form follows by putting both of its terms over k² + κ². For k ≪ κ/√ε the screening is that of the macroscopic medium; for k ≫ κ the medium no longer follows and ε⁻¹ tends to 1. Comparison with (2) gives

β = (1 − 1/ε)/κ². (15)

For b = 0 the screening has the same strength at all k, and β = 0.

The polarisation may include displacements of the ions as well as of the electrons. The ε in the correction must describe the response that the calculation allows: the static value if the ions relax, the electronic value if they are held at their positions around the neutral defect. If they are instead frozen where they relaxed around another charge state, as in a vertical transition, their polarisation also interacts with its images, and replacing ε by the electronic value is not enough. In high-k oxides the two can differ greatly, because the ions supply much of the static response.

### Isolated and periodic energies

Inserting (11) in (13) gives the energy of the isolated defect:

E_iso = ½∫ d³k/(2π)³ (4π/k²) ε⁻¹(k)|ρ_d(k)|². (16)

The factor 1/k² is harmless here, because the volume element contains k² dk.

In the periodic arrangement the charge density is a sum over lattice vectors R plus the background. A sum of copies of any sufficiently localised function g has the Fourier series

Σ_R g(r − R) = (1/Ω) Σ_G g(G) e^(iG·r), (17)

where G runs over the reciprocal lattice. To see this, compute the coefficient of e^(iG·r) as (1/Ω) times the integral over one cell of the left side multiplied by e^(−iG·r). The integrals over one cell of all copies join into the integral of one copy over all space, which is g(G).

For g = ρ_d the G = 0 coefficient is q/Ω. The background −q/Ω removes it. The potential, with zero average, is

φ̃(r) = (1/Ω) Σ_{G≠0} (4π/G²) ε⁻¹(G) ρ_d(G) e^(iG·r). (18)

Half the integral of charge times potential over one cell is then

E_per = (1/2Ω) Σ_{G≠0} (4π/G²) ε⁻¹(G)|ρ_d(G)|². (19)

One factor 1/Ω from the charge and one from the potential combine with a factor Ω from the cell integral. A constant added to φ̃ would not change this energy, because the cell is neutral. Equations (16) and (19) contain the same function, once integrated and once summed without its G = 0 term. That difference is the finite-size error.

### Separating the long-range part

The part of the error that falls as 1/L comes from the tail q/(εr) of the isolated potential. Any localised spherical charge ρ_m of total charge q, screened by constant ε, has the same tail. We take a Gaussian of width s,

ρ_m(k) = q e^(−k²s²/2), (20)

and define the long-range potential by

φ_lr(k) = 4πρ_m(k)/(εk²). (21)

The rest is the short-range potential

φ_sr(k) = φ(k) − φ_lr(k) = (4π/k²)[ε⁻¹(k)ρ_d(k) − ρ_m(k)/ε]. (22)

At k = 0 the bracket is q/ε − q/ε = 0. For spherical charges the bracket depends on k², so it begins with a term proportional to k², and φ_sr(k) has a finite limit. The singularity that produced the tail is gone.

For the medium (14), the decay can be seen in real space. Substituting its second form in (22) gives

φ_sr(k) = (4π/εk²)[ρ_d(k) − ρ_m(k)] + (1 − 1/ε) 4πρ_d(k)/(k² + κ²). (23)

The first term is the potential of a neutral spherical charge. By Gauss's law it vanishes outside that charge. The second is the potential of ρ_d with the interaction e^(−κr)/r. To find its value outside the defect, average this interaction over a shell of radius r′ < r. With d the distance from a point of the shell to the field point, the average is

(1/2rr′) ∫_{r−r′}^{r+r′} e^(−κd) dd = (e^(−κr)/r) sinh(κr′)/(κr′). (24)

Adding the shells gives, outside the defect charge,

φ_sr(r) = (1 − 1/ε) q_κ e^(−κr)/r,  q_κ = ∫ ρ_d(r) sinh(κr)/(κr) d³r. (25)

For a defect charge that is confined, or falls faster than e^(−κr), the short-range potential therefore falls exponentially at a rate set by the medium, with a strength that depends on the shape of the charge. A charge with a slower exponential tail sets the rate itself.

### The plateau

Let φ̃_lr be the periodic potential of the model charge, also with zero average. Subtract it from (18):

φ̃(r) − φ̃_lr(r) = (1/Ω) Σ_{G≠0} φ_sr(G) e^(iG·r). (26)

Add and subtract the finite G = 0 term. The complete sum is given by (17), so that

φ̃(r) − φ̃_lr(r) = Σ_R φ_sr(r − R) − φ_sr(k=0)/Ω. (27)

Far from every defect the first term on the right is negligible. The plateau is

C = −φ_sr(k=0)/Ω = −(1/Ω)∫ φ_sr(r) d³r. (28)

It has a simple origin. The localised potentials have a nonzero average, while the potential in the cell is required to have none. The whole potential must therefore be displaced by the opposite amount.

In an electronic-structure calculation, φ̃ is obtained by subtracting the bulk potential from that of the charged cell at corresponding points. The plateau is then read where the difference φ̃ − φ̃_lr no longer varies. If ions have moved, their displaced cores can produce strong local structure in this difference; a region with such structure is not the far region to which (28) refers.

The alignment may be read at points, such as the cell corner, or from averages over planes. The two have different tails. Averaging the copies in (27) over one face of the cell is the same as integrating one copy over an infinite plane and dividing by L². For a plane at distance z, (25) gives

(1 − 1/ε)(q_κ/L²) ∫₀^∞ 2πt dt e^(−κ√(t²+z²))/√(t²+z²) = 2π(1 − 1/ε)q_κ e^(−κz)/(κL²). (29)

The substitution w = √(t²+z²), with w dw = t dt, does the integral. The plane farthest from the defects is at z = L/2, whereas a cell corner is at distance √3L/2. In this model the corner is the cleaner place to read C.

## Second half: the energy difference and its consequences

### Quantities carried over

The defect has charge q and unscreened density ρ_d; the cell has edge L and volume Ω. The inverse dielectric function is ε⁻¹(k) = 1/ε + βk² + O(k⁴). The model charge ρ_m has the same total q and is screened by constant ε. The isolated energy (16) is an integral over k, the periodic energy (19) the corresponding sum over nonzero G. The short-range potential φ_sr is what remains of the isolated potential after that of the model is removed, and the plateau is C = −φ_sr(k=0)/Ω by (28). All cell potentials have zero average.

### From the sum to the integral

Write the energy integrands of the defect and the model as

f_d(k) = 4πε⁻¹(k)|ρ_d(k)|²/k²,  f_m(k) = 4π|ρ_m(k)|²/(εk²). (30)

The lattice energy of the model, less its self-energy, is

E_lat = (1/2Ω) Σ_{G≠0} f_m(G) − ½∫ f_m(k) d³k/(2π)³. (31)

For the Gaussian (20) the self-energy, which is the second term without its minus sign, is

½ · [4π/(2π)³] · (4πq²/ε) ∫₀^∞ e^(−k²s²) dk = (q²/πε) · √π/(2s) = q²/(2√π εs). (32)

Now subtract (31) from the difference of (19) and (16). With h = f_d − f_m,

E_per − E_iso − E_lat = ½ [ (1/Ω) Σ_{G≠0} h(G) − ∫ h(k) d³k/(2π)³ ]. (33)

Both f_d and f_m behave as 4πq²/(εk²) near k = 0. Their difference h is finite there. Setting r = 0 in (17), with h(k) as the transform of a function h(r), gives the Poisson summation formula

(1/Ω) Σ_G h(G) = Σ_R h(R). (34)

The R = 0 term on the right is the integral in (33). The sum in (33) lacks G = 0. Hence

E_per − E_iso − E_lat = −h(k=0)/(2Ω) + ½ Σ_{R≠0} h(R). (35)

The last sum is the short-range interaction between different images. For localised spherical charges in the medium (14), h(r) falls exponentially, for the reason found for φ_sr, and the sum is dropped. The power-law error beyond E_lat is thus one missing number, h(k=0).

The power-law error beyond E_lat has been reduced to the single term −h(k=0)/(2Ω), and the plateau C to the value of φ_sr at k = 0. It remains to expand both at small k and compare them, which will give (1) and the term that the two-term correction omits.
